# Impurity-limited conductivity of a Rashba gas above and below the band crossing

## The decision that hangs on the result

A sheet conductivity \(\sigma\) and a carrier density \(n\) have been measured or calculated for a two-dimensional gas with strong Rashba coupling, and a scattering time is wanted. May one use \(\tau=m\sigma/(ne^2)\), as for an ordinary electron gas? For short-range impurities the answer depends on whether the Fermi level lies above or below the crossing of the two spin-split bands. Above it, the Drude formula returns the scattering time of the gas without spin-orbit coupling. Below it, the same formula returns a time that is too short, by a factor of 3.2 at half the crossing density.

Let \(n_0\) be the density at which the Fermi level reaches the crossing, and \(x=n/n_0\). The result to be derived is

\[
\sigma=\frac{ne^2\tau_0}{m}\quad(x\ge1),\qquad
\sigma=\frac{n_0e^2\tau_0}{2m}\,(x^4+x^2)\quad(x\le1).
\]

It holds at zero temperature and to leading order in weak disorder. The time \(\tau_0\), defined below, belongs to the same impurities in the same gas with the coupling switched off. Above the crossing, the conductivity at fixed \(n\) and fixed \(\tau_0\) does not depend on the strength of the coupling.

## Bands and Fermi contours

Set \(\hbar=1\) in the derivation. The Hamiltonian is

\[
H=\frac{k^2}{2m}+\alpha(k_x\sigma_y-k_y\sigma_x),\qquad \alpha>0 .
\]

For \(\mathbf k=k(\cos\theta,\sin\theta)\), the second term is \(\alpha k\) times the spin component along \(\mathbf t=(-\sin\theta,\cos\theta)\). That component has eigenvalues \(s=\pm1\), so

\[
\varepsilon_s(k)=\frac{k^2}{2m}+s\alpha k .
\]

The bands cross at \(k=0\), where \(\varepsilon=0\). Define

\[
k_0=m\alpha,\qquad E_0=\frac{k_0^2}{2m},\qquad q^2=2mE+k_0^2 .
\]

Completing the square in \(\varepsilon_s=E\) gives \((k+sk_0)^2=q^2\). The lower band therefore has its minimum at \(k=k_0\), with energy \(-E_0\). The radial velocity is \(v=k/m+s\alpha=(k+sk_0)/m\), so every Fermi contour has the same speed \(q/m\).

**Above the crossing** (\(E>0\), \(q>k_0\)) each band has one contour:

\[
k_+=q-k_0,\quad k_-=q+k_0,\quad v_\pm=\frac qm .
\]

Each band is filled out to its contour, and a filled disc of radius \(k\) holds \(k^2/4\pi\) electrons per area. Hence

\[
n=\frac{k_+^2+k_-^2}{4\pi}=\frac{q^2+k_0^2}{2\pi}.
\]

**Below the crossing** (\(-E_0<E<0\), \(q<k_0\)) both contours belong to the lower band:

\[
k_1=k_0-q,\quad v_1=-\frac qm;\qquad k_2=k_0+q,\quad v_2=+\frac qm .
\]

On the inner contour the velocity points against \(\mathbf k\). The filled region is the ring between the contours, so

\[
n=\frac{k_2^2-k_1^2}{4\pi}=\frac{4k_0q}{4\pi}=\frac{k_0q}{\pi}.
\]

At \(q=k_0\) both expressions give \(n_0=k_0^2/\pi\). Below the crossing, therefore, \(x=q/k_0\), and the Fermi energy measured from the band bottom is \(q^2/2m=x^2E_0\).

A contour of radius \(k_j\) has density of states

\[
N_j=\frac{k_j}{2\pi|v_j|}=\frac{mk_j}{2\pi q}.
\]

The radii add up to \(2q\) above the crossing and to \(2k_0\) below it. The total is thus \(N=m/\pi\) above and \(N=mk_0/(\pi q)=m/(\pi x)\) below. It grows without limit towards the band bottom.

## Scattering rates

The impurities are delta functions of strength \(V\) and density \(n_i\). They are placed at random without correlation and do not act on spin. Without Rashba coupling an electron scatters only into its own spin species, whose density of states is \(m/2\pi\). The golden rule then defines

\[
\frac1{\tau_0}=2\pi n_iV^2\,\frac{m}{2\pi}=mn_iV^2 .
\]

With the coupling, the rate contains the overlap of two spinors. Their spins point along \(s\mathbf t\) and \(s'\mathbf t'\), and \(\mathbf t\cdot\mathbf t'=\cos(\theta-\theta')\), so

\[
W=2\pi n_iV^2\,\frac{1+ss'\cos(\theta-\theta')}{2}\,\delta(\varepsilon-\varepsilon').
\]

Summing over final states removes the cosine. The total rate out of any state is

\[
\Gamma=\pi n_iV^2N=\frac{\pi N}{m\tau_0}
=\begin{cases}1/\tau_0,&x\ge1\\ 1/(x\tau_0),&x\le1.\end{cases}
\]

## The linearized Boltzmann equation

An electron of charge \(-e\) feels the force \(\mathbf F=-e\mathbf E\). For elastic scattering with symmetric \(W\), the Pauli factors cancel between in- and out-scattering. The steady state to first order in the field obeys

\[
\mathbf F\cdot\mathbf v_i\,f_0'(\varepsilon_i)=-\sum_jW_{ij}(f_i-f_j).
\]

Write \(f_i=f_0+(-f_0')\,\mathbf F\cdot\boldsymbol\Lambda_i\), where \(\boldsymbol\Lambda\) is a vector mean free path. The factor \(f_0'\) is common to all states of one energy and drops out. Since the field direction is arbitrary,

\[
\mathbf v_i=\sum_jW_{ij}(\boldsymbol\Lambda_i-\boldsymbol\Lambda_j).
\]

By rotational symmetry we try \(\boldsymbol\Lambda_j=\lambda_j\hat{\mathbf k}\), with \(\lambda_j\) constant on each contour. In the scattering-in term, the constant part of the overlap averages \(\hat{\mathbf k}'\) to zero. The cosine part gives

\[
\left\langle\tfrac12\cos(\theta-\theta')\,\hat{\mathbf k}'\right\rangle_{\theta'}=\tfrac14\hat{\mathbf k}.
\]

The problem is reduced to one number per contour:

\[
v_j=\Gamma\lambda_j-s_j\sum_ls_l\,\frac{\pi n_iV^2}{2}N_l\lambda_l,
\qquad \frac{\pi n_iV^2}{2}N_l=\frac{k_l}{4q\tau_0}.
\]

The last equality uses \(n_iV^2=1/(m\tau_0)\) and \(N_l=mk_l/2\pi q\).

The current is \(-e\sum\mathbf v\,\delta f=e^2\sum(-f_0')\,\mathbf v(\boldsymbol\Lambda\cdot\mathbf E)\). The angular average of \(\cos^2\theta\) is one half, so at zero temperature

\[
\sigma=\frac{e^2}{2}\sum_jN_jv_j\lambda_j
=\frac{e^2}{4\pi}\sum_j k_j\,\mathrm{sgn}(v_j)\,\lambda_j .
\]

In the second form the speed has cancelled against the density of states.

## Solution above the crossing

Here \(\Gamma=1/\tau_0\). Put \(A=\sum_ls_lk_l\lambda_l/(4q\tau_0)\), so that \(\lambda_s=\tau_0(q/m+sA)\). Insert this in the definition of \(A\), with \(s^2=1\):

\[
A=\frac1{4q}\left[\frac qm(k_+-k_-)+A(k_++k_-)\right]
=\frac1{4q}\left[-\frac{2k_0q}{m}+2qA\right]
=-\frac{k_0}{2m}+\frac A2 .
\]

Hence \(A=-k_0/m=-\alpha\), and

\[
\lambda_s=\frac{\tau_0}{m}(q-sk_0)=\frac{\tau_0k_s}{m}.
\]

The scattering-in term has removed the Rashba part of the velocity. What remains, \(\boldsymbol\Lambda=\tau_0\mathbf k/m\), is the mean free path of a particle without spin-orbit coupling. The conductivity follows from the density formula:

\[
\sigma=\frac{e^2\tau_0}{m}\,\frac{k_+^2+k_-^2}{4\pi}=\frac{ne^2\tau_0}{m}.
\]

The coupling \(\alpha\) still decides how the electrons divide between the two bands, but the sum of the squared radii is fixed by \(n\).

## Solution below the crossing

Both contours now have \(s=-1\), so \(s_js_l=1\), and \(1/\Gamma=x\tau_0\). Put \(B=\sum_lk_l\lambda_l/(4q\tau_0)\), so that \(\lambda_j=x\tau_0(v_j+B)\). The two sums needed are

\[
\sum_jk_jv_j=\frac qm(k_2-k_1)=\frac{2q^2}{m},\qquad \sum_jk_j=2k_0 .
\]

With \(x/q=1/k_0\),

\[
B=\frac{x}{4q}\left[\frac{2q^2}{m}+2k_0B\right]=\frac{q^2}{2mk_0}+\frac B2
\quad\Rightarrow\quad B=\frac{q^2}{mk_0}=\frac{xq}{m}.
\]

Therefore, with the upper sign for the outer contour and \(q=xk_0\),

\[
\lambda=x\tau_0\,\frac qm(x\pm1)=\frac{\tau_0x^2}{m}(q\pm k_0),
\qquad
\lambda_2=\frac{\tau_0x^2k_2}{m},\quad \lambda_1=-\frac{\tau_0x^2k_1}{m}.
\]

On both contours the mean free path is parallel to the velocity, and its length is proportional to the radius. The negative sign of \(\lambda_1\) meets the negative sign of \(v_1\), so the inner contour also adds to the conductivity:

\[
\sigma=\frac{e^2\tau_0x^2}{4\pi m}(k_1^2+k_2^2).
\]

Since \(k_1^2+k_2^2=2k_0^2+2q^2=2k_0^2(1+x^2)\) and \(k_0^2=\pi n_0\),

\[
\sigma=\frac{n_0e^2\tau_0}{2m}\,x^2(1+x^2).
\]

The sum of squares appears again, but below the crossing it is no longer proportional to the density, which is the difference of the squares. This, together with the factor \(x^2\) in the mean free path, is why the Drude form is lost.

## Reading the two terms

If scattering-in is dropped, \(\lambda_j=v_j/\Gamma\) and \(\sigma_{\rm out}=e^2Nq^2/(2m^2\Gamma)\). Because \(N/\Gamma=m\tau_0/\pi\) in both regimes,

\[
\sigma_{\rm out}=\frac{e^2\tau_0q^2}{2\pi m}
=\frac{n_0e^2\tau_0}{m}\times
\begin{cases}x-\tfrac12,&x\ge1\\ \tfrac12x^2,&x\le1.\end{cases}
\]

Below the crossing the \(x^2\) term thus comes from the out-rate alone, and the \(x^4\) term is the contribution of scattering-in. Above, scattering-in supplies the missing half of \(n_0\). A relaxation-time estimate that uses \(\Gamma\) alone is too small by a factor of two at the crossing.

The mobility \(\mu=\sigma/(ne)\) is

\[
\mu=\frac{e\tau_0}{m}\quad(x\ge1),\qquad \mu=\frac{e\tau_0}{m}\,\frac{x+x^3}{2}\quad(x\le1).
\]

For small \(x\) it is proportional to the density. The speed is proportional to \(x\) and the scattering rate to \(1/x\), so the mean free path, and with it the conductivity, is proportional to \(x^2\); dividing by \(n\) leaves one power of \(x\). At \(x=1\) the conductivity is continuous, but its slope is not. In units of \(e^2\tau_0/m\), \(d\sigma/dn\) is \((4x^3+2x)/2=3\) just below and 1 just above.

The dependence on \(\alpha\) also changes. At fixed \(n\) and \(\tau_0\) below the crossing,

\[
\sigma=\frac{e^2\tau_0}{2m}\left(\frac{n^2}{n_0}+\frac{n^4}{n_0^3}\right),\qquad n_0\propto\alpha^2,
\]

so a stronger coupling lowers the conductivity.

## Where the derivation can fail

Two conditions were used. First, the level width must be small against the Fermi energy measured from the bottom. With \(\hbar\) restored, \(\hbar/(x\tau_0)\ll x^2E_0\), or

\[
x^3\gg\frac{\hbar}{E_0\tau_0}.
\]

Second, the two bands must be resolved, since the equation treats them as separate populations. At the inner contour the splitting is \(2\alpha k\). Near the crossing \(k\approx k_0|1-x|\) on either side, and \(\alpha k_0=2E_0\), so the condition is \(4E_0|1-x|\gg\hbar/\tau_0\). It fails in a narrow window around \(x=1\), where the jump in slope should be expected to be rounded. The inner contour carries little current there, because its contribution is proportional to \(k^2\).

## Two independent tests

The Boltzmann equation was solved as a matrix problem, with 24 directions on each contour and with spinors, radii and velocities found numerically from \(H\). At \(x=0.3,\,0.5,\,0.8,\,1.2,\,1.5\) and \(2\) the conductivity agrees with the formulas to better than one part in \(10^{10}\). So do the mean free paths and, below the crossing, the separate \(x^2\) term. Three values of \(\alpha\) in the ratio 1:2:3, at one fixed density above the crossing, give the same Drude conductivity.

That test shares the Boltzmann equation with the derivation. The second does not. It evaluates the Kubo formula with a self-consistent Born level width and the ladder sum of impurity lines, at the same density. It keeps broadening and coherence between the bands, and leaves out crossed impurity lines. For weak disorder, \(\hbar/(E_0\tau_0)=0.008\), the ratio of Kubo to Boltzmann conductivity is 0.9998, 0.998 and 1.000 at \(x=0.5\), 0.8 and 1.5.

## Worked example

Take \(m=0.2\) electron masses, \(\alpha=0.3\) eV nm and \(\tau_0=0.1\) ps. With \(\hbar\) restored, \(k_0=m\alpha/\hbar^2=0.787\ \mathrm{nm^{-1}}\). Then

\[
E_0=\tfrac12\alpha k_0=\tfrac12(0.3)(0.787)\ \mathrm{eV}=0.118\ \mathrm{eV},
\]
\[
n_0=\frac{(0.787\ \mathrm{nm^{-1}})^2}{\pi}=0.197\ \mathrm{nm^{-2}}=1.97\times10^{13}\ \mathrm{cm^{-2}} .
\]

The Drude mobility is \(e\tau_0/m=879\) cm²/Vs, and the sheet conductivity at the crossing is \(n_0e^2\tau_0/m=2.78\) mS. At \(x=0.5\),

\[
\mu=879\times\frac{0.5+0.125}{2}=275\ \mathrm{cm^2/Vs},
\]
\[
\sigma=2.78\times\frac{0.25+0.0625}{2}=0.348+0.087=0.434\ \mathrm{mS},
\]

where rounding affects the last digit. The other densities follow in the same way.

| \(x\) | \(n\) (10¹³ cm⁻²) | \(\sigma\) (mS) | \(\mu\) (cm²/Vs) |
|---|---|---|---|
| 0.5 | 0.99 | 0.43 | 275 |
| 0.8 | 1.58 | 1.46 | 577 |
| 1.0 | 1.97 | 2.78 | 879 |
| 1.5 | 2.96 | 4.17 | 879 |

The Drude formula would give 1.39 mS at \(x=0.5\). Read backwards, a mobility of 275 cm²/Vs would be assigned a time of 0.031 ps, although \(\tau_0\) is 0.1 ps.

## What the model neglects, in numbers

**Broadening.** Here \(\hbar/(E_0\tau_0)=0.056\), whose cube root is 0.38, so \(x=0.5\) is not far inside the permitted range. The Kubo half-width there is 6.5 meV, against a Fermi energy of 29.5 meV. Even so, the Kubo conductivity is only 2.4% above the Boltzmann value. It is 1.0% below at \(x=0.8\) and equal within 0.1% at \(x=1.5\). The level width equals the band splitting at about \(|1-x|=0.014\), but the rounding of the slope reaches several times further. The Kubo conductivity is 3.8% below the Boltzmann value at \(x=1\), and about 2% below at \(x=0.95\) and 1.05.

**Temperature.** With elastic scattering alone, \(\sigma\) is an average over energy at fixed density. Let \(u=x^2\) be the energy from the bottom and \(t=k_BT/E_0\) the temperature, both in units of \(E_0\). Below the crossing the density is \(\nu=\sqrt u\) and the conductivity \(g=(u+u^2)/2\), in units of their values at the crossing. For \(t\ll u\), the thermal average of a function \(F\) adds \((\pi^2/6)t^2F''\). The chemical potential must shift to keep \(\nu\) fixed, which leaves

\[
\delta g=\frac{\pi^2t^2}{6}\left[g''-g'\frac{\nu''}{\nu'}\right]
=\frac{\pi^2t^2}{6}\left[1+\frac{1+2u}{4u}\right].
\]

At \(u=0.25\) the bracket is 2.5. At 77 K, \(t=0.056\) and \(\delta g/g\) is about 8%; the full average gives 9%. At 4 K the change is 0.02%. At 300 K, where \(k_BT\) is close to the Fermi energy, the full average raises \(\sigma\) by 80%. Phonons are left out at all three temperatures. Their scattering works against this rise, and whether it is already important at 77 K depends on the material.

**Impurity range.** Replace each delta function by a Gaussian potential of standard deviation 0.3 nm, with its strength at zero momentum transfer held fixed. The conductivity rises by factors of 1.18, 1.36 and 1.71 at \(x=0.5\), 0.8 and 1.5. The squared potential falls as \(e^{-Q^2d^2}\) with momentum transfer \(Q\) and range \(d\). Large transfers are therefore suppressed, and since the outer contour grows with density, so does the correction. This is the largest low-temperature correction found here, but most of it is not a Rashba effect. In the gas without coupling, at the same density, the transport rate in units of \(1/\tau_0\) is the angular average of \((1-\cos\varphi)\,e^{-2k_F^2d^2(1-\cos\varphi)}\), with \(k_F^2=2\pi n\). The transport time is then longer than \(\tau_0\) by factors of 1.18, 1.30 and 1.63. With this time in place of \(\tau_0\), the conductivity formulas hold to about 5% at these three densities; nearer the crossing, at \(x=1.2\), they are about 7% too low.

**Repeated scattering from one impurity.** The Born rate uses \(V^2\). Summing all scatterings from one site replaces \(V\) by \(V/(1-V\Delta G)\), where \(\Delta G\) is the local Green function per spin minus its real part at the crossing. That subtracted part is absorbed in \(V\), which is thus the strength dressed at the crossing energy. The spin-dependent part of the Green function is odd in \(\mathbf k\) and drops out of the sum over \(\mathbf k\) that gives the local one, so the conductivity is multiplied by \(|1-V\Delta G|^2\). For \(n_i=3\times10^{13}\) cm⁻², the chosen \(\tau_0\) requires \(|V|=0.091\) eV nm². At \(x=0.5\) the factor exceeds 1 by no more than about a tenth for either sign of \(V\); its exact value depends on the small level width used to evaluate \(\Delta G\). At the two higher densities it departs from 1 by less than 5%. With far fewer and much stronger impurities at the same \(\tau_0\), the term quadratic in \(V\) takes over and the departure from 1 grows.

**Quantum interference.** Taking \(e^2/(2\pi h)\) as the standard scale per unit logarithm of the ratio of coherence to scattering time, without deriving it here, the correction is 1.4% of \(\sigma\) per unit at \(x=0.5\), and less at higher density.

## Beside a real material

The parameters are round numbers in the rough range of the giant-Rashba carriers at the surface of BiTeI, where \(\alpha\) is some tenths of an eV nm and the mass a tenth or two of the electron mass. The impurity density is high, exceeding every carrier density in the table; it was chosen to keep each scatterer weak. A real surface may well break the assumption of point-like scatterers, since charged defects act over a finite screening length. For a range of 0.3 nm, the time that the Drude rule returns at \(x=1.5\) is close to the transport time of the gas without coupling, not to the time \(\tau_0\) of point impurities with the same strength at zero momentum transfer. For longer ranges even the gas transport time does not rescue the formulas. With Gaussian ranges of 1, 2 and 3 nm, they lie up to 20% above the Boltzmann conductivity at \(x=1.2\) and within about 8% of it at \(x=1.5\) and 2. Below the crossing they are too high by as much as a factor of two at \(x=0.3\), and at \(x=0.5\) the error runs from 34% too high (2 nm) to 24% too low (3 nm). In such cases the Boltzmann equation should be solved with the actual potential. Warping of the Fermi contours, motion in the third dimension, phonons and interactions between electrons are not included in any of these estimates. The numerical output below lists the values to more digits than the model deserves as a description of such a surface.

## Numbers as computed

```
mass = 0.2 electron masses
alpha = 0.3 eV nm
tau0 = 0.10 ps
k0 = 0.7874 1/nm
E0 = 0.1181 eV
n0 = 1.9735e+13 cm^-2
e tau0/m = 879.4 cm2/Vs
sigma at crossing = 2.7807 mS
hbar/tau0 = 0.00658 eV
hbar/(E0 tau0) = 0.0557
its cube root (scale of x) = 0.382
Boltzmann max rel. error, sigma = 4.7e-11
Boltzmann max rel. error, path = 4.9e-11
max rel. error, x^2 part alone = 3.9e-11
sigma m/(n e^2 tau0), alpha 0.5, 1, 1.5 (model units):
  1.0000000, 1.0000000, 1.0000000
Kubo/Boltzmann, hbar/(E0 tau0) = 0.008:
  x=0.5: 0.9998
  x=0.8: 0.9983
  x=1.5: 0.9999
x | n (cm^-2) | sigma (mS) | mobility (cm2/Vs)
  0.5 | 9.868e+12 | 0.4345 | 274.8
  0.8 | 1.579e+13 | 1.4593 | 576.9
  1.0 | 1.974e+13 | 2.7807 | 879.4
  1.5 | 2.960e+13 | 4.1710 | 879.4
x=0.5: Drude would give 1.3903 mS
x=0.5: x^2 part 0.3476 mS
x=0.5: x^4 part 0.0869 mS
x=0.5: Fermi energy from bottom 0.0295 eV
Kubo/Boltzmann for the example | half-width (eV)
  x=0.5: 1.0237 | 0.00646
  x=0.8: 0.9905 | 0.00413
  x=1.5: 1.0004 | 0.00329
sigma(T)/sigma(0) at x=0.5, no phonons:
  4 K: 1.0002
  77 K: 1.0925
  300 K: 1.7975
Impurity range 0.3 nm: sigma/sigma(delta)
  x=0.5: 1.1800
  x=0.8: 1.3598
  x=1.5: 1.7094
Impurity density = 3.0e+13 cm^-2
Impurity strength |V| = 0.0914 eV nm2
Multiple scattering, sigma/sigma(Born): V>0 | V<0
  x=0.5: 1.0251 | 1.0906
  x=0.8: 0.9982 | 1.0472
  x=1.5: 1.0246 | 1.0042
Interference e^2/(2 pi h) over sigma, per unit log:
  x=0.5: 0.0142
  x=0.8: 0.0042
  x=1.5: 0.0015
```
